# Stress tensor of a periodic Gaussian basis from centre derivatives: a program that tests the result

```python
# Stress tensor of a periodic Gaussian-basis Kohn-Sham LDA energy (hartree atomic units).
# Strain: r_a -> r_a + eps_ab r_b for nuclei, basis centres, lattice vectors T; Gaussians rigid;
# fractional k fixed.  sigma_ab = (1/Omega) dE/deps_ab, pressure = -tr(sigma)/3.
# Rule under test: dI/deps_ab = sum_j dI/dR_(j,a) R_(j,b), R_j = atom position + T_j.
# P(T), W(T): real-space density and energy-weighted density matrices; S overlap; K kinetic.
# E = kin + enSR + nnSR + recip + xc - self (Ewald split, ion Gaussians of exponent omega^2),
# dE = frozen-coefficient derivative of each term - sum W dS (Pulay term).
# recip = (2pi/Omega) sum_G |Q|^2/G^2, Q = Q_ion - Q_electron; drho_ab = co-moving density change.
# Independent road: central finite differences of strained integrals and SCF energies.
import numpy as np, itertools
from scipy.linalg import eigh
from scipy.special import erfc
from scipy.constants import physical_constants as pc
from pyscf import gto, scf
from pyscf.dft import libxc
scf.hf.MUTE_CHKFILE = True
I3 = np.eye(3)
GPA = pc['Hartree energy'][0] / pc['Bohr radius'][0]**3 / 1e9
lat0 = np.array([[5., 0, 0], [1., 5., 0], [.5, -.5, 5.5]])
pos0 = np.array([[-.5, -.4, -.5], [.5, .4, .5]])
Z = np.array([1.2, 0.8])
expo = [(1.2, 0.4, 0.8), (0.9, 0.4, 0.6)]
basis = {'H%d' % (i + 1): [[0, [e[0], 1.]], [0, [e[1], 1.]], [1, [e[2], 1.]]] for i, e in enumerate(expo)}
nao, nsh, M = 10, 6, 15
kfrac = np.array([[i / 3, j / 2, 0.] for i in range(3) for j in range(2)])
wk = 1 / len(kfrac)
general = np.array([[.7, -.4, .9], [.3, -.5, .6], [-.8, .2, .4]])

def images(R):
    n = np.array(list(itertools.product(range(-4, 5), repeat=3)))
    d = np.linalg.norm(n @ lat0, axis=1)
    o = np.argsort(d, kind='stable')
    return n[o][d[o] <= R]
nT, nC = images(12.0), images(10.5)
phase = np.exp(2j * np.pi * kfrac @ nT.T)
f1 = np.fft.fftfreq(M)
frac = np.array(list(itertools.product(f1, repeat=3)))

def short_range_3c(mol, C, omega, name, comp, sl):
    out = 0
    for sign, zeta in ((1, 1e16), (-1, omega**2)):
        q = gto.fakemol_for_charges(C, expnt=zeta)
        atm, bas, env = gto.conc_env(mol._atm, mol._bas, mol._env, q._atm, q._bas, q._env)
        out = out + sign * gto.moleintor.getints(name, atm, bas, env, sl + (mol.nbas, len(bas)), comp=comp)
    return out

def real_space(c, weight):
    X = np.einsum('k,km,kn,kt->mtn', 2 * wk * weight, c.conj(), c, phase)
    assert abs(X.imag).max() < 1e-8
    return X.real.reshape(nao, -1)

def crystal(eps, omega, ref=None, deriv=False):
    F = I3 + eps
    lat, pos = lat0 @ F.T, pos0 @ F.T
    vol = np.linalg.det(lat); dV = vol / M**3
    T = nT @ lat
    cen = (T[:, None] + pos[None]).reshape(-1, 3)
    mol = gto.M(atom=[['H%d' % (i % 2 + 1), tuple(x)] for i, x in enumerate(cen)],
                basis=basis, unit='Bohr', verbose=0)
    nb = mol.nbas; sl = (0, nsh, 0, nb)
    S, K = mol.intor('int1e_ovlp', shls_slice=sl), mol.intor('int1e_kin', shls_slice=sl)
    C = ((nC @ lat)[:, None] + pos[None]).reshape(-1, 3); Zc = np.tile(Z, len(nC))
    V = -short_range_3c(mol, C, omega, 'int3c2e_sph', 1, sl) @ Zc
    def bloch(X):
        Y = np.einsum('kt,mtn->kmn', phase, X.reshape(nao, -1, nao))
        return .5 * (Y + Y.conj().transpose(0, 2, 1))
    Sk, hk = bloch(S), bloch(K + V)
    r = frac @ lat
    ao = mol.eval_gto('GTOval_sph', r).reshape(M**3, -1, nao)
    phi = np.tensordot(phase.real, ao, (1, 1)) + 1j * np.tensordot(phase.imag, ao, (1, 1))
    G = np.rint(frac * M) @ (2 * np.pi * np.linalg.inv(lat).T)
    G2 = (G**2).sum(1); iG2 = np.where(G2 > 1e-12, 1 / np.maximum(G2, 1e-12), 0.)
    Qion = np.exp(-G2 / (4 * omega**2)) * (np.exp(-1j * G @ pos.T) @ Z)
    d = (pos[None, :, None] + T[None, None] - pos[:, None, None]).reshape(-1, 3)
    zz = np.repeat(np.outer(Z, Z).ravel(), len(T)); rr = np.linalg.norm(d, axis=1)
    keep = rr > 1e-9; d, zz, rr = d[keep], zz[keep], rr[keep]; beta = omega / np.sqrt(2)
    def fields(rho):
        Q = Qion - dV * np.fft.fftn(rho.reshape(M, M, M)).ravel()
        pot = np.fft.ifftn((4 * np.pi / vol * Q * iG2).reshape(M, M, M)).real.ravel() * M**3
        exc, vxc = libxc.eval_xc('lda,vwn', rho, spin=0, deriv=1)[:2]
        return Q, pot, exc, vxc[0]
    def density(c):
        psi = np.einsum('kgn,kn->kg', phi, c)
        return psi, 2 * wk * (abs(psi)**2).sum(0)
    def terms(c):
        P = real_space(c, np.ones(len(c))); rho = density(c)[1]; Q, pot, exc, vx = fields(rho)
        return {'kin': (P * K).sum(), 'enSR': (P * V).sum(), 'nnSR': .5 * (zz * erfc(beta * rr) / rr).sum(),
                'recip': 2 * np.pi / vol * (abs(Q)**2 * iG2).sum(), 'xc': dV * rho @ exc}
    rho = np.full(M**3, Z.sum() / vol) if ref is None else ref['rho'].copy()
    for it in range(400):
        Q, pot, exc, vx = fields(rho)
        H = hk + dV * phi.conj().transpose(0, 2, 1) @ ((vx - pot)[None, :, None] * phi)
        sol = [eigh(H[k], Sk[k]) for k in range(len(H))]
        ev = np.array([s[0] for s in sol]); c = np.array([s[1][:, 0] for s in sol])
        psi, new = density(c)
        err = abs(new - rho).max()
        if err < 1e-11: break
        rho = rho + .5 * (new - rho)
    assert err < 1e-11
    rho = new
    t = terms(c); self_e = (Z**2).sum() * omega / np.sqrt(2 * np.pi)
    out = dict(E=sum(t.values()) - self_e, t=t, c=c, rho=rho, vol=vol, self_e=self_e, S=S,
               gap=ev[:, 1].min() - ev[:, 0].max(), W=real_space(c, ev[:, 0]))
    if ref is not None and not deriv:
        out['frozen'] = terms(ref['c']); out['frozen']['pulay'] = -(ref['W'] * S).sum()
    if not deriv: return out
    P, W = real_space(c, np.ones(len(c))), out['W']
    R = np.repeat(cen, 5, axis=0); A = R[:nao]
    rel = R[None] - A[:, None]; rel_noT = np.tile(A, (len(T), 1))[None] - A[:, None]
    ipS, ipK = mol.intor('int1e_ipovlp', shls_slice=sl), mol.intor('int1e_ipkin', shls_slice=sl)
    two = lambda X, ip, v: np.einsum('mJ,amJ,mJb->ab', X, ip, v)
    D = {'kin': two(P, ipK, rel)}
    bra = np.einsum('amJc,mJ->amc', short_range_3c(mol, C, omega, 'int3c2e_ip1_sph', 3, sl), P)
    ket = np.einsum('aJmc,mJ->aJc', short_range_3c(mol, C, omega, 'int3c2e_ip1_sph', 3, (0, nb, 0, nsh)), P)
    D['enSR'] = (np.einsum('amc,c,mcb->ab', bra, Zc, A[:, None] - C[None])
                 + np.einsum('aJc,c,Jcb->ab', ket, Zc, R[:, None] - C[None]))
    fp = -erfc(beta * rr) / rr**2 - 2 * beta / np.sqrt(np.pi) * np.exp(-(beta * rr)**2) / rr
    D['nnSR'] = .5 * np.einsum('p,pa,pb->ab', zz * fp / rr, d, d)
    dao = mol.eval_gto('GTOval_sph_deriv1', r)[1:]
    cf = (phase[:, :, None] * c[:, None, :]).reshape(len(c), -1).T
    mul = lambda X, Y: X @ Y.real + 1j * (X @ Y.imag)
    drho = np.zeros((3, 3, M**3))
    for a in range(3):
        grad = mul(dao[a], cf)
        for b in range(3):
            dpsi = r[:, b, None] * grad - mul(dao[a], cf * R[:, b, None])
            drho[a, b] = 4 * wk * (psi.conj().T * dpsi).real.sum(1)
    Q, pot, exc, vx = fields(rho)
    wG = 4 * np.pi / vol * abs(Q)**2 * iG2**2 + 2 * np.pi / (vol * omega**2) * (Q.conj() * Qion).real * iG2
    D['recip'] = -I3 * t['recip'] + np.einsum('g,ga,gb->ab', wG, G, G) - dV * (I3 * (pot @ rho) + drho @ pot)
    D['xc'] = I3 * t['xc'] + dV * drho @ vx
    D['pulay'] = -two(W, ipS, rel)
    out.update(D=D, dE=sum(D.values()), count_grid=dV * (I3 * rho.sum() + drho.sum(2)),
               count_int=two(P, ipS, rel), noT=two(P, ipK, rel_noT) - two(W, ipS, rel_noT),
               dS=np.einsum('amJ,mJb->abmJ', ipS, rel))
    return out

six = lambda X, f='%10.6f': ' '.join(f % X[i, j] for i, j in ((0, 0), (1, 1), (2, 2), (1, 2), (0, 2), (0, 1)))

# four-centre integrals over s, p, d, p shells on translated centres
atoms4 = pos0[[0, 1, 0, 1]]; T4 = np.array([[0, 0, 0], [0, 0, 0], [1, 0, 0], [1, 0, 0]]) @ lat0
def mol4(eps):
    x = (atoms4 + T4) @ (I3 + eps).T
    return gto.M(atom=[['H%d' % (i + 1), tuple(x[i])] for i in range(4)], unit='Bohr', verbose=0,
                 basis={'H1': [[0, [.5, 1.]]], 'H2': [[1, [.4, 1.]]], 'H3': [[2, [.3, 1.]]], 'H4': [[1, [.6, 1.]]]})
ip = mol4(0 * I3).intor('int2e_ip1')
def eri_strain(x):
    R = np.repeat(x, [1, 3, 5, 3], axis=0)
    return -(np.einsum('aijkl,ib->abijkl', ip, R) + np.einsum('ajikl,jb->abijkl', ip, R)
             + np.einsum('aklij,kb->abijkl', ip, R) + np.einsum('alkij,lb->abijkl', ip, R))
dI = eri_strain(atoms4 + T4); h = 1e-4
fd4 = (mol4(h * general).intor('int2e') - mol4(-h * general).intor('int2e')) / (2 * h)
con = lambda X: np.einsum('ab,ab...->...', general, X)
e_rule, e_noT = abs(con(dI) - fd4).max(), abs(con(eri_strain(atoms4)) - fd4).max()
e_shift = abs(eri_strain(atoms4 + T4 + np.array([3., -7., 2.])) - dI).max()
anti = abs(dI - dI.swapaxes(0, 1)).max() / 2
assert e_rule < 1e-7 and e_shift < 1e-10 and e_noT > 1e-2 and anti > 1e-3
print('ERI test: rule vs finite diff %.1e, origin shift %.1e hartree' % (e_rule, e_shift))
print('ERI test: error without T %.4f, max antisymmetric part %.4f hartree' % (e_noT, anti))

# Li2 molecule, RHF/6-31G: two-electron term with exchange
bond = 5.0; xli = np.array([1., -2., .5]) + np.outer([-.5, .5], bond * np.array([1., 2., 2.]) / 3)
def li2(eps):
    m = gto.M(atom=[['Li', tuple(x)] for x in xli @ (I3 + eps).T], basis='6-31g', unit='Bohr', verbose=0)
    mf = scf.RHF(m); mf.chkfile = None; mf.conv_tol = 1e-12; mf.conv_tol_grad = 1e-8; mf.kernel()
    assert mf.converged
    return m, mf
m, mf = li2(0 * I3)
co = mf.mo_coeff[:, :3]; P = 2 * co @ co.T; W = 2 * (co * mf.mo_energy[:3]) @ co.T
R = np.repeat(xli, m.nao // 2, axis=0); rel = R[None] - R[:, None]; ipe = m.intor('int2e_ip1')
dLi = np.einsum('amn,mnb->ab', P * m.intor('int1e_ipkin') - W * m.intor('int1e_ipovlp'), rel)
for x in xli:
    with m.with_rinv_origin(x):
        dLi += 2 * 3 * np.einsum('mn,amn,mb->ab', P, m.intor('int1e_iprinv'), R - x)
g2 = np.einsum('amnls,mn,ls->am', ipe, P, P) - .5 * np.einsum('amnls,ml,ns->am', ipe, P, P)
dLi += -2 * g2 @ R - 9 * np.outer(xli[1] - xli[0], xli[1] - xli[0]) / bond**3
h = 2e-4
fdLi = (li2(h * general)[1].e_tot - li2(-h * general)[1].e_tot) / (2 * h)
assert abs(fdLi - con(dLi)) < 1e-6 and abs(dLi - dLi.T).max() < 1e-6
print('Li2 RHF/6-31G, R = %.1f bohr: E = %.6f, tr dE/deps = %.6f hartree' % (bond, mf.e_tot, np.trace(dLi)))
print('Li2 general strain: analytic %.7f, finite diff %.7f hartree' % (con(dLi), fdLi))

# model crystal
for i in range(3): print('a%d = %s bohr' % (i + 1, lat0[i]))
for i in range(2): print('centre %d: Z = %.1f, R = %s bohr, exponents s,s,p = %s bohr^-2' % (i + 1, Z[i], pos0[i], expo[i]))
om1, om2 = 1.0, 1.3
ref = crystal(0 * I3, om1, deriv=True)
print('k points %d, grid %d^3, basis images %d, charge images %d' % (len(kfrac), M, len(nT), len(nC)))
print('Omega = %.4f bohr^3, gap = %.5f hartree, omega = %.1f bohr^-1' % (ref['vol'], ref['gap'], om1))
assert ref['gap'] > 0
t1 = int(np.where((nT == [-1, 0, 0]).all(1))[0][0]); dv = pos0[1] - lat0[0] - pos0[0]
mu = expo[0][1] * expo[1][1] / (expo[0][1] + expo[1][1]); Sss = np.exp(-mu * dv @ dv)
assert abs(ref['S'][1, t1 * nao + 6] - Sss) < 1e-12
assert abs(ref['dS'][:, :, 1, t1 * nao + 6] + 2 * mu * np.outer(dv, dv) * Sss).max() < 1e-12
print('s-s pair T=-a1: d = %s bohr, S = %.6f, dS/deps_xx = %.6f' % (dv, Sss, -2 * mu * dv[0]**2 * Sss))
for k, v in ref['t'].items(): print('E %-6s = %11.7f hartree' % (k, v))
print('E self   = %11.7f hartree' % -ref['self_e'])
print('E total  = %11.7f hartree per cell' % ref['E'])
print('dE/deps (hartree): xx yy zz yz xz xy')
for k, v in ref['D'].items(): print('%-6s %s' % (k, six(v)))
print('total  %s' % six(ref['dE']))
shear = np.zeros((3, 3)); shear[0, 2] = shear[2, 0] = .5
print('general strain direction rows:', general.tolist())
for name, X in (('isotropic', I3), ('shear xz', shear), ('general', general)):
    p, q = crystal(h * X, om1, ref), crystal(-h * X, om1, ref)
    fd = (p['E'] - q['E']) / (2 * h); an = (X * ref['dE']).sum()
    worst = max(abs((p['frozen'][k] - q['frozen'][k]) / (2 * h) - (X * ref['D'][k]).sum()) for k in ref['D'])
    assert abs(fd - an) < 1e-6 and worst < 2e-6
    print('%-9s analytic %.7f, SCF finite diff %.7f, worst term error %.1e hartree' % (name, an, fd, worst))
    if name == 'isotropic': p_fd = -(p['E'] - q['E']) / (p['vol'] - q['vol'])
e_count = abs(ref['count_grid'] - ref['count_int']).max(); asym = abs(ref['dE'] - ref['dE'].T).max()
assert e_count < 1e-6 and asym < 1e-7
print('sum P dS: %s' % six(ref['count_int']))
print('quadrature vs integrals %.1e; asymmetry of total %.1e hartree' % (e_count, asym))
alt = crystal(0 * I3, om2, ref, deriv=True)
eE, eD = abs(alt['E'] - ref['E']), abs(alt['dE'] - ref['dE']).max()
moved = abs(alt['D']['recip'] - ref['D']['recip']).max()
assert eE < 1e-6 and eD < 2e-6 and moved > 1e-3
print('omega = %.1f: change E %.1e, dE/deps %.1e, recip term alone %.4f hartree' % (om2, eE, eD, moved))
missT = ref['D']['kin'] + ref['D']['pulay'] - ref['noT']
assert abs(missT).max() > 1e-4 and abs(ref['D']['pulay']).max() > 1e-3
print('T part of kin+pulay (hartree): %s' % six(missT))
sigma = ref['dE'] / ref['vol']; pres = -np.trace(sigma) / 3
assert abs(pres - p_fd) < 1e-8
print('sigma (1e-4 hartree/bohr^3): %s' % six(sigma * 1e4, '%8.4f'))
print('sigma (GPa): %s' % six(sigma * GPA, '%8.3f'))
print('1 hartree/bohr^3 = %.2f GPa' % GPA)
print('pressure = %.6e hartree/bohr^3 = %.3f GPa; -dE/dOmega = %.6e' % (pres, pres * GPA, p_fd))
print('pressure without Pulay term = %.3f GPa' % (-np.trace(ref['dE'] - ref['D']['pulay']) / 3 / ref['vol'] * GPA))
print('pressure without T in kin+pulay = %.3f GPa' % (-np.trace(ref['dE'] - missT) / 3 / ref['vol'] * GPA))
print('tests ok')
```

Output:

```
ERI test: rule vs finite diff 1.2e-08, origin shift 2.3e-15 hartree
ERI test: error without T 0.3470, max antisymmetric part 0.1801 hartree
Li2 RHF/6-31G, R = 5.0 bohr: E = -14.865447, tr dE/deps = -0.028616 hartree
Li2 general strain: analytic -0.0111286, finite diff -0.0111286 hartree
a1 = [5. 0. 0.] bohr
a2 = [1. 5. 0.] bohr
a3 = [ 0.5 -0.5  5.5] bohr
centre 1: Z = 1.2, R = [-0.5 -0.4 -0.5] bohr, exponents s,s,p = (1.2, 0.4, 0.8) bohr^-2
centre 2: Z = 0.8, R = [0.5 0.4 0.5] bohr, exponents s,s,p = (0.9, 0.4, 0.6) bohr^-2
k points 6, grid 15^3, basis images 53, charge images 35
Omega = 137.5000 bohr^3, gap = 0.45342 hartree, omega = 1.0 bohr^-1
s-s pair T=-a1: d = [-4.   0.8  1. ] bohr, S = 0.029364, dS/deps_xx = -0.187927
E kin    =   1.1738128 hartree
E enSR   =  -0.8200153 hartree
E nnSR   =   0.0615780 hartree
E recip  =   0.0077803 hartree
E xc     =  -0.6951596 hartree
E self   =  -0.8297999 hartree
E total  =  -1.1018038 hartree per cell
dE/deps (hartree): xx yy zz yz xz xy
kin     -0.205973  -0.125528  -0.073260  -0.211113  -0.232994  -0.183911
enSR     0.268378   0.169580   0.278048   0.208492   0.263256   0.211074
nnSR    -0.100943  -0.064607  -0.100850  -0.080648  -0.100799  -0.080642
recip    0.004073   0.003371   0.002663   0.002762   0.002994   0.002723
xc       0.184348   0.116452   0.210694   0.119031   0.156242   0.127460
pulay   -0.090917  -0.061797  -0.116674  -0.048522  -0.067534  -0.056528
total    0.058966   0.037472   0.200621  -0.009998   0.021164   0.020176
general strain direction rows: [[0.7, -0.4, 0.9], [0.3, -0.5, 0.6], [-0.8, 0.2, 0.4]]
isotropic analytic 0.2970593, SCF finite diff 0.2970593, worst term error 4.8e-08 hartree
shear xz  analytic 0.0211645, SCF finite diff 0.0211645, worst term error 1.0e-09 hartree
general   analytic 0.0948894, SCF finite diff 0.0948894, worst term error 8.3e-09 hartree
sum P dS:  -0.333507  -0.212016  -0.443773  -0.187105  -0.259480  -0.215192
quadrature vs integrals 2.2e-10; asymmetry of total 6.4e-15 hartree
omega = 1.3: change E 6.3e-11, dE/deps 2.4e-09, recip term alone 0.0285 hartree
T part of kin+pulay (hartree):   0.003586   0.000378   0.139066  -0.025007  -0.000051  -0.000057
sigma (1e-4 hartree/bohr^3):   4.2885   2.7252  14.5906  -0.7271   1.5392   1.4674
sigma (GPa):   12.617    8.018   42.927   -2.139    4.529    4.317
1 hartree/bohr^3 = 29421.02 GPa
pressure = -7.201437e-04 hartree/bohr^3 = -21.187 GPa; -dE/dOmega = -7.201437e-04
pressure without Pulay term = -40.401 GPa
pressure without T in kin+pulay = -10.986 GPa
tests ok
```
